# Pole orders of MP2 second derivatives near Hartree–Fock instabilities

## MP2 force constants and properties near Hartree–Fock instabilities

### Definitions and conventions

The reference is closed-shell restricted Hartree–Fock (RHF) with real orbitals. Real occupied–virtual rotation angles $\kappa$, equal for both spins, parametrize the determinant, and $x$ is a spin-free perturbation: a nuclear displacement or a static field. $E(\kappa,x)$ is the determinant energy, $G=\partial E/\partial\kappa$ its orbital gradient, and the RHF solution $\kappa(x)$ obeys $G(\kappa(x),x)=0$. Subscripts denote partial derivatives and primes total derivatives along the solution. $E_2$ is the MP2 correction, $k_{\rm HF}=d^2E/dx^2$, $k_2=d^2E_2/dx^2$, and the MP2 value is $k_{\rm HF}+k_2$. Integrals $(pq|rs)$ are in chemists' order. All orbital gaps $\varepsilon_a-\varepsilon_i$ are assumed finite, so $E_2$ is smooth in $\kappa$ and $x$.

The models below have two electrons in one occupied orbital $i$. Put $\phi=i\cos\kappa+a\sin\kappa$ into $E=2h_{\phi\phi}+(\phi\phi|\phi\phi)$. To second order $\phi\phi=(1-\kappa^2)\,ii+2\kappa\, ia+\kappa^2 aa$, so the $\kappa^2$ coefficient is $2(h_{aa}-h_{ii})-2(ii|ii)+2(ii|aa)+4(ia|ia)$. With $\varepsilon_i=h_{ii}+(ii|ii)$ and $\varepsilon_a=h_{aa}+2(ii|aa)-(ia|ia)$,
$$E_{\kappa\kappa}=4\lambda,\qquad \lambda=\varepsilon_a-\varepsilon_i+3(ia|ia)-(ii|aa),$$
the diagonal element of the singlet matrix $A+B$. In general $\lambda$ denotes its lowest eigenvalue, and an instability is $\lambda\to0$. A pole of order $n$ means growth as $\lambda^{-n}$. For two electrons $E_2=\sum_{ab}(ia|ib)^2/(2\varepsilon_i-\varepsilon_a-\varepsilon_b)$.

The order is not a single number. For second derivatives it is 1 for HF; for MP2 it is 2 at a symmetry-breaking instability, 3 at a fold, and, at a symmetric point, zero when the perturbation cannot couple to the soft rotation.

### Where the inverse Hessian enters

Differentiating $G=0$ gives $G_\kappa\kappa'+G_x=0$, so $\kappa'=-G_\kappa^{-1}G_x$. The HF energy is stationary, so $dE/dx=E_x$, and since $E_{x\kappa}=G_x^{\rm T}$,
$$k_{\rm HF}=E_{xx}-G_x^{\rm T}G_\kappa^{-1}G_x .$$
One inverse Hessian appears, hence a simple pole if $G_x$ overlaps the soft eigenvector.

$E_2$ is not stationary in $\kappa$. Extend it smoothly to arbitrary $\kappa$ (here: doubles only, with the occupied and virtual Fock blocks) and define $L=E_2+z\cdot G$ with a fixed vector $z$. On the solution $G=0$, so $L=E_2$ for every $x$. Choose $z$ so that $L_\kappa=0$ at the reference point:
$$G_\kappa z=-E_{2,\kappa}.$$
This is the Z-vector equation. The chain rule gives $dE_2/dx=L_x+L_\kappa\kappa'=L_x$. Differentiating twice gives a term $L_\kappa\kappa''$, which vanishes for the same reason, and leaves
$$k_2=L_{xx}+2L_{x\kappa}\kappa'+\kappa'^{\rm T}L_{\kappa\kappa}\kappa',\qquad L_{\kappa\kappa}=E_{2,\kappa\kappa}+z\cdot G_{\kappa\kappa}.$$
The last term holds up to three inverse Hessians: two in $\kappa'$ and one in $z$. In HF the corresponding term is $\kappa'^{\rm T}G_\kappa\kappa'$, where the Hessian cancels one inverse; $L_{\kappa\kappa}$ has no reason to vanish with $\lambda$.

The right side is the second derivative of $L$ along the line $(\kappa+\eta\kappa',x+\eta)$, on which $G=O(\eta^2)$. Another extension differs by $a(\kappa,x)\cdot G$; then $z$ shifts by $-a_0$, the value at the reference point, and $L$ changes by $(a-a_0)\cdot G=O(\eta^3)$. The total $k_2$ is therefore independent of the extension, while its division into direct and $z$ parts is not.

Let a symmetry operation reverse both $x$ and the soft angle $\kappa_\sigma$, and sit at the symmetric point. $E_2$ is invariant, so $E_{2,\sigma}=0$ and $z$ has only totally symmetric components, finite if that Hessian block is nonsingular. With $\kappa_\sigma'=-G_{\sigma,x}/4\lambda$,
$$k_2=\frac{G_{\sigma,x}^2}{16\lambda^2}\,\big(E_{2,\sigma\sigma}+z\cdot G_{\sigma\sigma}\big)+O(\lambda^{-1}).$$
The double pole has the same sign on both sides of $\lambda=0$, whereas $k_{\rm HF}$ changes sign. A mixed derivative in two odd perturbations, such as the dipole derivative of a symmetry-breaking mode, carries $G_{\sigma,x}G_{\sigma,y}$ in place of the square and has the same order. Without such a symmetry, in the generic case where $E_{2,\sigma}$ and $G_{\sigma\sigma}$ stay nonzero as $\lambda\to0$ (a fold), $z\sim\lambda^{-1}$, so the relaxed first derivative has a simple pole and $k_2\sim\lambda^{-3}$. The counting uses only smoothness, so it applies, as an upper bound on the order and with a method-dependent residue, to any correlation energy evaluated on unoptimized HF orbitals that stays smooth in $\kappa$ and $x$ through $\lambda=0$. A correlation energy that is itself singular in $\lambda$ can exceed the bound: RPA with exchange contains $\sqrt{(A+B)(A-B)}\propto\lambda^{1/2}$, and at a symmetric point $d\lambda/dx=0$ and $d^2\lambda/dx^2\sim\lambda^{-2}$, so its second derivative grows as $\lambda^{-5/2}$. The residue can vanish: for the exact correlation energy $E_{\rm exact}(x)-E(\kappa,x)$ one has $z=0$ and $L_{\sigma\sigma}=-4\lambda$, which leaves only a simple pole that cancels the HF one.

### A two-site model in closed form

Take two orthonormal site orbitals, $h_{11}=x$, $h_{22}=-x$, $h_{12}=-t$, on-site repulsion $U$, intersite repulsion $V$, and no other integrals. Let $W=V-U>0$, an effective preference for pairing on one site, chosen to produce a charge instability. This is an effective attraction, not a bare Coulomb repulsion: it makes $(ia|ia)$ negative, whereas Coulomb integrals give $(ia|ia)>0$. For Coulomb integrals the singlet matrix $A+B$ exceeds the triplet one by the positive semidefinite $4(ia|jb)$, so the lowest triplet eigenvalue never lies above the lowest singlet one: a molecule at a singlet instability is at or already past a triplet instability, possibly far past it, the reverse of this model. The pole orders do not depend on this choice; the residues, their signs and the worked magnitudes belong to the model. Write the occupied orbital as $(c_1,c_2)=(\cos\kappa+\sin\kappa,\cos\kappa-\sin\kappa)/\sqrt2$ and the virtual as $(-c_2,c_1)$, with $\theta=2\kappa$, $s=\sin\theta$, $c=\cos\theta$. Then $c_1^2-c_2^2=s$, $c_1c_2=c/2$, $c_1^4+c_2^4=(1+s^2)/2$, and
$$h_{ii}=-h_{aa}=xs-tc,\qquad (ia|ia)=\tfrac{c^2}{4}(2U-2V)=-\tfrac12Wc^2,$$
$$(ii|ii)=U\tfrac{1+s^2}{2}+V\tfrac{1-s^2}{2}=\tfrac{U+V}{2}-\tfrac{W}{2}s^2,\qquad (ii|aa)=\tfrac{U+V}{2}+\tfrac{W}{2}s^2 .$$
The gap is $\Delta=-2h_{ii}+2(ii|aa)-(ia|ia)-(ii|ii)$. The interaction terms sum to $\tfrac{U+V}{2}+\tfrac32Ws^2+\tfrac12Wc^2=V+Ws^2$, using $c^2=1-s^2$ and $\tfrac{U+V}{2}+\tfrac W2=V$. Hence
$$E=-2tc+2xs+\tfrac{U+V}{2}-\tfrac W2s^2,\qquad E_2=-\frac{W^2c^4}{8\Delta},\qquad \Delta=2tc-2xs+V+Ws^2 .$$
In the angle $\theta$, $G=E_\theta=2ts+2xc-Wsc$, the coupling is $b=G_x=2c$, and because $E_{\kappa\kappa}=4E_{\theta\theta}$,
$$\lambda=E_{\theta\theta}=2tc-2xs-W(c^2-s^2).$$
Since $E_{xx}=0$, $\theta'=-b/\lambda$ and $k_{\rm HF}=-b^2/\lambda$ on every branch.

The exact reference is finite. The ionic singlets $(|11\rangle\pm|22\rangle)/\sqrt2$ have energy $U$ and are coupled by $2x$; the covalent singlet has energy $V$ and couples to the even ionic state by $-2t$. At $x=0$ the ground energy is $E_0=\tfrac{U+V}{2}-R$, $R=\sqrt{W^2/4+4t^2}$, with ionic weight $w=\tfrac12(1+W/2R)$. Second-order perturbation theory gives $-4x^2w/(U-E_0)$, so $k_{\rm exact}=-8w/(U-E_0)$. The denominator $R-W/2$ is positive for all $t\neq0$: every pole below belongs to the reference, not to the system.

### Symmetric branch: the double pole

At $\theta=x=0$, $\lambda=\lambda_0\equiv 2t-W$, $b=2$ and $\Delta_0=2t+V$, so $k_{\rm HF}=-4/\lambda$ and the instability is at $t_c=W/2$. To second order $c^4=1-2\theta^2$ and $\Delta=\Delta_0+(W-t)\theta^2-2x\theta$, so
$$E_2=-\frac{W^2}{8\Delta_0}\Big[1-2\theta^2-\frac{(W-t)\theta^2-2x\theta}{\Delta_0}\Big].$$
This gives $E_{2,\theta}=0$ (hence $z=0$), $E_{2,xx}=0$, $E_{2,x\theta}=-W^2/4\Delta_0^2$ and
$$M\equiv E_{2,\theta\theta}=\frac{W^2}{4\Delta_0}\Big(2+\frac{W-t}{\Delta_0}\Big).$$
Inserting $\theta'=-2/\lambda$,
$$k_2=\frac{4M}{\lambda^2}+\frac{W^2}{\Delta_0^2\lambda}.$$
$M$ is positive because $2\Delta_0+W-t=3t+2V+W>0$. Rotating toward a localized pair shrinks $|(ia|ia)|$ and so removes correlation energy. HF exaggerates that rotation by $1/\lambda$, and MP2 charges an energy $\tfrac12M\theta^2$ for it without being allowed to reduce $\theta$. To leading order $|k_2/k_{\rm HF}|=M/|\lambda|$, so the correction overtakes the reference value when $|\lambda|$ falls to about $M$.

### Higher derivatives and the critical point

Near $t_c$ expand $-2tc=-2t+t\theta^2-t\theta^4/12$ and $-\tfrac W2s^2=-\tfrac W2\theta^2+\tfrac W6\theta^4$. At $W=2t$ the quartic coefficient is $t_c/4$, so with $q=t_c$ and $b=2$
$$E\simeq\tfrac12\lambda_0\theta^2+\tfrac14q\theta^4+bx\theta,\qquad \lambda_0\theta+q\theta^3+bx=0,\qquad E_2\simeq\tfrac12M\theta^2,$$
up to constants. The three terms balance for $\theta\sim|\lambda_0|^{1/2}$, $x\sim|\lambda_0|^{3/2}$; then $E\sim\lambda_0^2$ and $E_2\sim\lambda_0$, and the dropped terms $x\theta$ and $\theta^4$ in $E_2$ are of order $\lambda_0^2$. Each $x$ derivative costs $|\lambda_0|^{-3/2}$, so the $n$th derivatives scale as $\lambda^{2-3n/2}$ (HF) and $\lambda^{1-3n/2}$ (MP2): orders 1 and 2 for $n=2$, orders 4 and 5 for $n=4$. Odd derivatives vanish by symmetry on the symmetric branch; on the broken branch they follow the same scaling, so the MP2 gradient there grows as $\lambda^{-1/2}$.

For the coefficients set $\theta=\theta_1x+\theta_3x^3$. Order $x$ gives $\theta_1=-b/\lambda$, and order $x^3$ gives $\lambda\theta_3+q\theta_1^3=0$, so $\theta_3=qb^3/\lambda^4$. From $dE/dx=b\theta$, $d^4E/dx^4=6b\theta_3=6qb^4/\lambda^4$. The $x^4$ term of $\tfrac12M\theta^2$ is $M\theta_1\theta_3$, so $d^4E_2/dx^4=-24Mqb^4/\lambda^5$. The harmonic description needs $|\theta_3x^3|\ll|\theta_1x|$, that is $x^2\ll|\lambda|^3/qb^2$.

At $\lambda_0=0$ and $x>0$, $\theta=-(bx/q)^{1/3}$. Using $q\theta^3=-bx$, $E=\tfrac34bx\theta=-\tfrac34bx(bx/q)^{1/3}$, while $E_2=\tfrac12M(bx/q)^{2/3}$. The $|x|^{2/3}$ term dominates at small $x$: the MP2 curve has a cusped spurious minimum at the symmetric point, with infinite slope on either side.

### Broken branch and symmetric coordinates

For $t<t_c$ and $x=0$, $G=s(2t-Wc)$ also vanishes at $c=2t/W$, where $\lambda=2tc-W(2c^2-1)=W-4t^2/W$. In the normal form $\theta^2=-\lambda_0/q$ and $\lambda=\lambda_0+3q\theta^2=2q\theta^2$. Symmetry no longer removes $z$: $z=-M\theta/\lambda\sim\lambda^{-1/2}$, while $G_{\theta\theta}=6q\theta\sim\lambda^{1/2}$. Their product is finite, $zG_{\theta\theta}=-6Mq\theta^2/\lambda=-3M$, so $L_{\theta\theta}=M-3M$ and
$$k_2\to-\frac{2Mb^2}{\lambda^2}=-\frac{8M}{\lambda^2}.$$
The order remains 2, but the residue is $-2$ times the symmetric one, with the sign reversal due entirely to the Z-vector term. A calculation that follows the lowest RHF solution through $t_c$ sees $k_2$ go from $+\infty$ to $-\infty$.

The hopping $t$ plays the part of a totally symmetric stretch. On the symmetric branch $G_t=2s=0$, so there is no orbital response, $E_2=-W^2/8\Delta_0$, $dE_2/dt=W^2/4\Delta_0^2$ and $d^2E_2/dt^2=-W^2/\Delta_0^3$. On the broken branch $\Delta=4t^2/W+V+W(1-4t^2/W^2)=V+W$ and $c^4=16t^4/W^4$, so $E_2=-2t^4/[W^2(V+W)]$, a polynomial. Separate terms diverge but cancel: with $G_t\simeq2\theta$, $G_{t\theta}\simeq2$ and $\theta'=-2\theta/\lambda$, one has $L_{\theta\theta}\theta'^2=-8M\theta^2/\lambda^2$ and $2zG_{t\theta}\theta'=+8M\theta^2/\lambda^2$. What survives is a jump of the gradient between branches, $zG_t=-2M\theta^2/\lambda=-M/q$. This holds for a nondegenerate pitchfork with $q>0$, where $\theta^2$ is smooth in $t$.

### Fold: the triple pole

At fixed $t<t_c$, raising $x$ destroys the metastable solution that keeps the pair on the raised site. Solving $G=0$ gives $x=\tfrac W2s-t\tan\theta$, and $dx/d\theta=\tfrac W2c-t/c^2=-\lambda/b$ vanishes at $c^3=2t/W$, defining $\theta_f,x_f$. There $T=G_{\theta\theta}=-2ts-2xc+4Wsc=3Wsc$, using $G=0$. Likewise $\Delta_\theta=-2ts-2xc+2Wsc=Wsc$, so
$$E_{2,\theta}=\frac{W^2c^3s}{2\Delta}+\frac{W^3c^5s}{8\Delta^2}>0 .$$
With $z=-E_{2,\theta}/\lambda$ and both $T$ and $E_{2,\theta}$ finite,
$$\frac{dE_2}{dx}\to zb=-\frac{bE_{2,\theta}}{\lambda},\qquad k_2\to zT\theta'^2=-\frac{E_{2,\theta}Tb^2}{\lambda^3}.$$
For $\delta=\theta-\theta_f$, $G\simeq\tfrac12T\delta^2+b(x-x_f)=0$ and $\lambda\simeq T\delta$, so $\lambda^2\simeq2bT(x_f-x)$. In the distance to the fold $k_{\rm HF}$ and the MP2 gradient grow as $(x_f-x)^{-1/2}$ and $k_2$ as $(x_f-x)^{-3/2}$. Here first-order properties fail too: if $x$ is a field, the relaxed MP2 dipole diverges while the unrelaxed part $E_{2,x}$ stays finite.

### Triplet instabilities

Rotate the two spin orbitals by $+\kappa$ and $-\kappa$. The cross term in $(\phi_+\phi_+|\phi_-\phi_-)$ becomes $-4\kappa^2(ia|ia)$ instead of $+4\kappa^2(ia|ia)$, so the triplet eigenvalue is $\Delta-(ii|aa)-(ia|ia)$, equal to $2t+W$ at the symmetric point. It vanishes for $U-V=2t$, where $\lambda=2t-W=4t$. A spin-free $x$ is even under spin flip and does not couple to this rotation, so restricted MP2 force constants have no pole. For $U=4$, $V=2$, $t=1$ eV the result is $\lambda=4$ eV, $k_{\rm HF}=-1.0$ and $k_2=0.141$ eV$^{-1}$. By the same symmetry argument, a spin-odd perturbation has poles in the triplet eigenvalue (order 1 for HF, 2 for MP2), and on the unrestricted branch a spin-free coordinate has no pole, only finite jumps between branches: $dE_2/dt$ goes from $0.0625$ to $-0.500$, while for $x$ the gradient stays zero and $k_2$ goes from $0.141$ to $-0.281$ eV$^{-1}$.

### How large: worked numbers

Take the round values $U=2$, $V=4$ eV, so $W=2$ eV, $t_c=q=1$ eV and $M(t_c)=0.3611$ eV. At $t=1.05$ eV: $\lambda=2.1-2=0.1$ eV, $\Delta_0=6.1$ eV, and $M=(4/24.4)(2+0.95/6.1)=0.3534$ eV. Then $k_{\rm HF}=-4/0.1=-40$, the double-pole term is $4(0.3534)/0.01=141.36$, the single-pole term is $4/(6.1^2\times0.1)=1.07$, and the MP2 total is $-40+142.4=102.4$ eV$^{-1}$, against the exact $-4.31$ eV$^{-1}$. The gap of 6.1 eV gives no warning.

| branch | $t$ (eV) | $\lambda$ (eV) | HF | MP2 | exact |
|---|---|---|---|---|---|
| sym. | 1.50 | 1.0 | −4.00 | −2.73 | −2.43 |
| sym. | 1.20 | 0.4 | −10.0 | −1.46 | −3.46 |
| sym. | 1.05 | 0.1 | −40.0 | 102 | −4.31 |
| sym. | 1.01 | 0.02 | −200 | 3401 | −4.61 |
| sym. | 0.99 | −0.02 | 200 | 3821 | −4.76 |
| sym. | 0.95 | −0.1 | 40.0 | 187 | −5.11 |
| broken | 0.99 | 0.0398 | −98.5 | −1908 | −4.76 |
| broken | 0.95 | 0.195 | −18.5 | −90.3 | −5.11 |

The last three columns are $d^2E/dx^2$ in eV$^{-1}$. At $\lambda=1$ eV MP2 is off by 12% of the exact value and HF by 64%. At $\lambda=0.4$ eV, close to $M$, the MP2 total looks harmless but is the near cancellation of $-10.0$ and $+8.54$; its magnitude is 42% of the exact one and has decreased from $t=1.5$ eV while the exact magnitude increased. If $x$ is a field, $-d^2E/dx^2$ is proportional to the polarizability, which MP2 makes negative at $\lambda=0.1$ eV.

For a vibration let $x=gQ$ with $g=1$ eV/Å, add a bare constant $k_0=50$ eV/Å$^2$, and take mass 10 u, so $k=k_0+g^2d^2E/dx^2$. At $t=1.05$ eV, HF gives $50-40=10$, MP2 $50+102.4=152.4$ and the exact theory $50-4.3=45.7$ eV/Å$^2$. With $\tilde\nu=\sqrt{k/m}/2\pi c_0$ ($c_0$ the speed of light) these are 521, 2036 and 1115 cm$^{-1}$: errors of $-53\%$ and $+83\%$ relative to the exact wavenumber. The harmonic range is $|x|\ll\sqrt{0.1^3/4}=0.016$ eV, that is $|Q|\ll0.016$ Å.

The limiting residues are $4M=1.444$ eV on both sides of the symmetric branch and $-8M=-2.889$ eV on the broken one. The quartic limits are $6qb^4=96$ eV and $-24Mqb^4=-138.7$ eV$^2$, the critical coefficients are $-1.890$ eV$^{-1/3}$ and $0.2866$ eV$^{1/3}$, and along $t$ the second derivatives near $t_c$ are $-0.0185$ and $-1.00$ eV$^{-1}$ with a gradient jump of $-0.361$. At the fold for $t=0.8$ eV, $\theta_f=0.381$ rad, $x_f=0.0514$ eV, $b=1.857$, $T=2.071$ eV and $E_{2,\theta}=0.1118$ eV, so $\lambda\,dE_2/dx\to-1.857\times0.1118=-0.2075$ eV and $\lambda^3k_2\to-0.1118\times2.071\times1.857^2=-0.798$ eV$^2$.

The dimer has no totally symmetric rotation, so at its symmetric point it cannot show the term $z\cdot G_{\sigma\sigma}$. A mirror-symmetric chain of three sites does: end energies $\pm x$, middle energy $e=2$ eV, nearest-neighbour hopping $t$, $U=2$ eV and $V=3$ eV for all pairs. The orbital is $\cos\beta\,(g_0\cos\alpha+m\sin\alpha)+u\sin\beta$, with $g_0,u$ the even and odd end combinations and $m$ the middle site; $\beta$ is soft at $t_c=1.084$ eV. At $t_c+0.1$ eV, $\lambda=0.143$ eV, $z_\alpha=-0.00119$, $k_{\rm HF}=-21.5$ and $k_2=9.876-0.230=9.646$ eV$^{-1}$, direct plus $z$ part. Near $t_c$ the residue is $0.23293-0.00448=0.22845$ eV. With this extension the $z$ part is about 2% of the residue: small in this model, but of the same pole order as the direct term.

The numerical check reconverges RHF in 70-digit arithmetic, takes $E_2$ from Rayleigh–Schrödinger theory in the full two-electron space, differentiates by finite differences, and asserts the HF and MP2 second-derivative orders and the fold gradient order to $10^{-3}$ and their residues to a relative $10^{-4}$.

### What to do

Compute the lowest singlet eigenvalue of $A+B$ and its symmetry whenever an MP2 frequency, intensity or polarizability is to be trusted. Only perturbations with $G_x$ overlapping that eigenvector are affected at the symmetric point; a positive $\lambda$ is not sufficient, since $|k_2|$ overtakes $|k_{\rm HF}|$ at $\lambda\sim M$ on the stable side, and a $\lambda$ of several $M$ does not by itself guarantee an accurate total. The scale $M$ is $L_{\sigma\sigma}/4$, a quarter of the curvature of the correlation Lagrangian in the soft angle $\kappa_\sigma$ (since $|k_2/k_{\rm HF}|\to|L_{\sigma\sigma}|/4|\lambda|$, and $\theta=2\kappa$ in the dimer), obtainable from a few energies at rotated orbitals and fixed $z$.

Compare HF and MP2 along the suspect mode. On a stable symmetric branch with positive residue, a softened HF mode with a strongly stiffened MP2 mode is the signature derived above; tracking both along a symmetric coordinate separates $\lambda^{-1}$ from $\lambda^{-2}$ growth. Record which RHF branch was used, since in the dimer the residue changes sign between them.

At the symmetric point, finite-difference steps must satisfy $x^2\ll|\lambda|^3/qb^2$ to reproduce the analytic derivative. On the stable side ($\lambda>0$), where $|\theta|<b|x|/\lambda$, a larger step shrinks the double-pole term and returns a step-dependent number that is not a cure, and shifting the Hessian in the response equations returns a quantity that is no longer the derivative of the energy. Regularizing the MP2 denominators changes $M$ but leaves $\kappa'$, and hence the order, untouched unless the residue happens to vanish.

One way to remove the pole at the HF instability is to change the orbital condition. If $E+E_2$ is made stationary, as in orbital-optimized MP2, then $z=0$ and the HF argument applies to the total energy: one inverse Hessian and a simple pole, located where the Hessian of $E+E_2$ vanishes. In the dimer that Hessian is $\lambda_0+M$, which equals 0.361 eV at $t_c$, so the HF instability point becomes regular; the pole is displaced to $\lambda_0=-M$, not abolished. Because $M$ depends on $t$, this lies at $t\approx0.80$ eV, $\lambda_0\approx-0.395$ eV. Regular does not mean accurate: the formulas above give $k=-(2-W^2/4\Delta_0^2)^2/(\lambda_0+M)$, which is $-10.8$ eV$^{-1}$ at $t_c$ and $-8.59$ at $t=1.05$ eV, about twice the exact values, and $-3.02$ at $t=1.5$ eV, further from the exact $-2.43$ than plain MP2. An active space containing the soft orbital pair removes the pole of this model altogether, because for the dimer it is the exact problem, with $k_{\rm exact}=-4.68$ eV$^{-1}$ at $t_c$.

## Values computed for the example and the checks

```
dimer: U = 2 eV, V = 4 eV, W = 2 eV, t_c = 1 eV
M at t_c = 0.361111 eV
branch t[eV] lam[eV] | d2E/dx2 [1/eV]: HF, E2, MP2 total, exact
sym 1.5 1.0 | -4.0 1.26531 -2.73469 -2.43489
sym 1.2 0.4 | -10.0 8.54492 -1.45508 -3.46154
sym 1.05 0.1 | -40.0 142.435 102.435 -4.31372
sym 1.01 0.02 | -200.0 3600.95 3400.95 -4.60507
sym 0.99 -0.02 | 200.0 3621.32 3821.32 -4.76381
sym 0.95 -0.1 | 40.0 146.51 186.51 -5.11118
brk 0.99 0.0398 | -98.5025 -1809.09 -1907.6 -4.76381
brk 0.95 0.195 | -18.5128 -71.7817 -90.2946 -5.11118
exact d2E/dx2 at t_c = -4.68328 1/eV
t=1.05: gap Delta0 = 6.1 eV
t=1.05: M = 0.3534 eV
t=1.05: double-pole term = 141.36 1/eV
t=1.05: single-pole term = 1.07498 1/eV
mode: g = 1 eV/A, k0 = 50 eV/A^2, mass = 10 u, t = 1.05 eV
HF k = 10.0 eV/A^2, wavenumber = 521.47 cm^-1
MP2 k = 152.43 eV/A^2, wavenumber = 2036.0 cm^-1
exact k = 45.686 eV/A^2, wavenumber = 1114.6 cm^-1
sym above : order HF 1.0 , E2 2.0 , lam^2 k2 = 1.44444 eV
sym below : order HF 1.0 , E2 2.0 , lam^2 k2 = 1.44444 eV
broken : order HF 1.0 , E2 2.0 , lam^2 k2 = -2.88889 eV
lam=1e-4: lam^4 d4E_HF = 96.0048 eV
lam=1e-4: lam^5 d4E2 = -138.676 eV^2
t_c: dE_HF/x^(4/3) = -1.88988 eV^(-1/3)
t_c: dE2/x^(2/3) = 0.286614 eV^(1/3)
near t_c d2E2/dt2 sym = -0.0185185 1/eV
near t_c d2E2/dt2 broken = -0.999998 1/eV
jump of dE2/dt = -0.36111 
fold t = 0.8 eV: theta_f = 0.380934 rad, x_f = 0.0513908 eV
fold: b = 1.85664 , T = 2.07082 eV, E2_theta = 0.111756 eV
fold orders: k_HF, dE2/dx, k2 = 1.0 1.0 3.0
fold order of k2 in (x_f-x) = 1.5 
fold lam dE2/dx = -0.207491 eV
fold lam^3 k2 = -0.797755 eV^2
triplet point U=4, V=2, t=1 eV: lam = 4.0 eV
triplet point: k_HF = -1.0 , k2 = 0.140625 1/eV
trimer: U = 2, V = 3, e = 2 eV, t_c = 1.084216 eV
t_c+0.1: lam = 0.143086 eV, z_sym = -0.00118609
t_c+0.1: k_HF = -21.5429 , k2 = 9.64622 1/eV
t_c+0.1: direct part 9.87593 , z part -0.229708 1/eV
trimer orders: HF 1.0 , E2 2.0
trimer lam^2 k2 = 0.228455 eV
residue direct 0.232933 eV, z part -0.00447815 eV
```
